# Orbital and spin angular momentum in the Dirac 1s state: a program that tests the result

```python
"""Angular momentum of the Dirac-Coulomb 1s state with j_z = +1/2.

Result under test, with gamma = sqrt(1 - (Z*alpha)^2):
    <L_z> = (1 - gamma)/3,   <Sigma_z> = (1 + 2*gamma)/3,
where L_z is orbital angular momentum and Sigma_z is twice the spin S_z.
Z: nuclear charge; c = 1/alpha: speed of light; atomic units inside.
The nucleus is a fixed point charge; no QED corrections are included.
Large/small: upper/lower two components in the standard representation.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.special import gamma as gamma_function

ALPHA = constants.fine_structure
C_LIGHT = 1.0 / ALPHA
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10

# ---------- Dirac operators acting on functions of x, y, z ----------
x, y, z = sp.symbols("x y z", real=True)
Z, c, g = sp.symbols("Z c gamma", positive=True)
r = sp.sqrt(x**2 + y**2 + z**2)
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
zero2 = sp.zeros(2, 2)
alpha_matrices = [sp.Matrix(sp.BlockMatrix([[zero2, s], [s, zero2]]))
                  for s in pauli]
beta_matrix = sp.diag(1, 1, -1, -1)
sigma_z_matrix = sp.diag(1, -1, 1, -1)


def momentum(spinor, coordinate):
    return -sp.I * spinor.diff(coordinate)


def hamiltonian(spinor):
    kinetic = sp.zeros(4, 1)
    for matrix, coordinate in zip(alpha_matrices, (x, y, z)):
        kinetic += c * matrix * momentum(spinor, coordinate)
    return kinetic + c**2 * beta_matrix * spinor - Z / r * spinor


def orbital_lz(spinor):
    return x * momentum(spinor, y) - y * momentum(spinor, x)


def half_sigma(spinor):
    return sigma_z_matrix * spinor / 2


# ---------- neither L_z nor S_z is conserved; their sum is ----------
trial = sp.Matrix([sp.Function(f"f{k}")(x, y, z) for k in range(4)])
torque = c * (alpha_matrices[0] * momentum(trial, y)
              - alpha_matrices[1] * momentum(trial, x))
commutator_l = hamiltonian(orbital_lz(trial)) - orbital_lz(hamiltonian(trial))
commutator_s = hamiltonian(half_sigma(trial)) - half_sigma(hamiltonian(trial))
for difference in (commutator_l + sp.I * torque,
                   commutator_s - sp.I * torque):
    for entry in difference:
        assert sp.simplify(sp.expand(entry)) == 0
assert any(sp.expand(entry) != 0 for entry in torque)

# ---------- explicit 1s spinor, not normalized ----------
radial = r**(g - 1) * sp.exp(-Z * r)
ratio = c * (1 - g) / Z
psi = sp.Matrix([radial, 0, sp.I * ratio * z / r * radial,
                 sp.I * ratio * (x + sp.I * y) / r * radial])
arguments = (x, y, z, Z, c, g)
psi_numeric = sp.lambdify(arguments, list(psi), "numpy")
lz_psi_numeric = sp.lambdify(arguments, list(orbital_lz(psi)), "numpy")
h_psi_numeric = sp.lambdify(arguments, list(hamiltonian(psi)), "numpy")


def evaluate(function, points, charge, gam):
    values = function(*points, charge, C_LIGHT, gam)
    return np.array([np.broadcast_to(v, points[0].shape) for v in values],
                    dtype=complex)


def quadrature_grid(charge):
    """Logarithmic radial grid times a product grid on the sphere."""
    u, step = np.linspace(np.log(1e-10 / charge), np.log(40 / charge),
                          400, retstep=True)
    radius = np.exp(u)
    cosine, cosine_weight = np.polynomial.legendre.leggauss(8)
    azimuth = 2 * np.pi * np.arange(8) / 8
    rr, cc, pp = np.meshgrid(radius, cosine, azimuth, indexing="ij")
    weight = (rr**3 * step * cosine_weight[None, :, None] * 2 * np.pi / 8)
    sine = np.sqrt(1 - cc**2)
    points = (rr * sine * np.cos(pp), rr * sine * np.sin(pp), rr * cc)
    return tuple(p.ravel() for p in points), weight.ravel()


def measured_means(charge, gam):
    """Expectation values by three-dimensional quadrature."""
    points, weight = quadrature_grid(charge)
    state = evaluate(psi_numeric, points, charge, gam)
    lz_state = evaluate(lz_psi_numeric, points, charge, gam)
    density = (np.abs(state)**2) @ weight
    norm = density.sum()
    lz_parts = (np.conj(state) * lz_state).real @ weight / norm
    sigma_parts = density * np.array([1, -1, 1, -1]) / norm
    alpha_x = np.array(alpha_matrices[0].tolist(), dtype=complex)
    alpha_y = np.array(alpha_matrices[1].tolist(), dtype=complex)
    moment_state = (points[0] * (alpha_y @ state)
                    - points[1] * (alpha_x @ state))
    moment = np.sum((np.conj(state) * moment_state).real @ weight) / norm
    radius = np.sqrt(sum(p**2 for p in points))
    return {
        "small": density[2:].sum() / norm,
        "small_up": density[2] / norm,
        "small_down": density[3] / norm,
        "lz": lz_parts.sum(),
        "lz_large": lz_parts[:2].sum(),
        "lz_small": lz_parts[2:].sum(),
        "lz_squared": np.sum((np.abs(lz_state)**2) @ weight) / norm,
        "sigma": sigma_parts.sum(),
        "sigma_large": sigma_parts[:2].sum(),
        "sigma_small": sigma_parts[2:].sum(),
        "radius": np.sum((np.abs(state)**2 * radius) @ weight) / norm,
        "g_factor": 2 * C_LIGHT * moment,
    }


def close(measured, formula, relative=1e-8):
    return abs(measured - formula) <= relative * abs(formula)


charges = (1, 20, 50, 80)
results = {}
random = np.random.default_rng(7)
for charge in charges:
    gam = np.sqrt(1 - (charge * ALPHA)**2)
    # The spinor must solve the full Dirac equation at arbitrary points.
    sample = tuple(random.uniform(0.2, 1.5, (3, 12)) / charge)
    state = evaluate(psi_numeric, sample, charge, gam)
    h_state = evaluate(h_psi_numeric, sample, charge, gam)
    residual = np.max(np.abs(h_state - gam * C_LIGHT**2 * state))
    assert residual < 1e-10 * C_LIGHT**2 * np.max(np.abs(state))

    m = measured_means(charge, gam)
    assert close(m["small"], (1 - gam) / 2)
    assert close(m["small_down"], 2 * m["small_up"])
    assert close(m["lz"], (1 - gam) / 3)
    assert close(m["sigma"], (1 + 2 * gam) / 3)
    assert abs(m["lz_large"]) < 1e-12
    assert close(m["sigma_large"], (1 + gam) / 2)
    assert close(m["sigma_small"], -(1 - gam) / 6)
    assert close(m["lz_squared"], m["lz"])
    assert close(m["lz"] + m["sigma"] / 2, 0.5)
    assert close(m["radius"], (1 + 2 * gam) / (2 * charge))
    assert close(m["g_factor"], 2 * (1 + 2 * gam) / 3)
    assert close(2 * (m["lz"] + m["sigma"]), 2 * (2 + gam) / 3)
    results[charge] = (gam, m)

# The leading small-charge law has a relative error near (Z*alpha)^2/4.
light_estimate = ALPHA**2 / 6
assert close(results[1][1]["lz"], light_estimate, relative=ALPHA**2)


# ---------- separate diagonalization in a Gaussian basis ----------
def gaussian_integral(power, exponent):
    half = (power + 1) / 2
    return gamma_function(half) / (2 * exponent**half)


def diagonalized_1s(charge, size=30):
    """Kinetically balanced radial basis for the s1/2 symmetry."""
    zeta = 0.01 * charge**2 * 2.2**np.arange(size)
    total = zeta[:, None] + zeta[None, :]
    overlap_l = gaussian_integral(2, total)
    overlap_s = gaussian_integral(4, total)
    potential_l = -charge * gaussian_integral(1, total)
    potential_s = -charge * gaussian_integral(3, total)
    coupling = -2 * C_LIGHT * overlap_s * zeta[None, :]
    # The rest energy is subtracted, so bound energies are negative.
    matrix = np.block([
        [potential_l, coupling.T],
        [coupling, potential_s - 2 * C_LIGHT**2 * overlap_s]])
    blank = np.zeros((size, size))
    overlap = np.block([[overlap_l, blank], [blank, overlap_s]])
    scale = 1 / np.sqrt(np.diag(overlap))
    matrix = matrix * scale[:, None] * scale[None, :]
    overlap = overlap * scale[:, None] * scale[None, :]
    energies, vectors = eigh(matrix, overlap)
    vector = vectors[:, size]
    small = vector[size:] @ overlap[size:, size:] @ vector[size:]
    return energies[size], small


example = 80
gam, m = results[example]
binding = (1 - gam) * C_LIGHT**2
basis_energy, basis_small = diagonalized_1s(example)
# These tolerances allow for the finite Gaussian basis at a point nucleus.
assert abs(-basis_energy / binding - 1) < 1e-4
assert abs(basis_small - (1 - gam) / 2) < 5e-5
assert abs(2 * basis_small / 3 - m["lz"]) < 5e-5

# ---------- printed numbers ----------
print("Hydrogen-like mercury ion, 1s, j_z = +1/2, point nucleus")
print(f"nuclear charge Z = {example}")
print(f"fine-structure constant alpha = {ALPHA:.9f}")
print(f"Z*alpha = {example * ALPHA:.6f}")
print(f"gamma = {gam:.6f}")
print(f"small/large amplitude ratio a = {C_LIGHT*(1-gam)/example:.6f}")
print(f"binding energy, closed form = {binding * HARTREE_EV:.1f} eV")
print(f"binding energy, Gaussian basis = {-basis_energy*HARTREE_EV:.1f} eV")
print(f"nonrelativistic binding = {example**2 / 2 * HARTREE_EV:.1f} eV")
print(f"mean radius = {m['radius'] * BOHR_ANGSTROM:.6f} angstrom")
print(f"small weight, quadrature = {m['small']:.6f}")
print(f"small weight, Gaussian basis = {basis_small:.6f}")
print(f"small part, spin up, L_z=0: probability = {m['small_up']:.6f}")
print(f"small part, spin down, L_z=1: probability = {m['small_down']:.6f}")
print(f"mean L_z, quadrature = {m['lz']:.6f} hbar")
print(f"mean L_z, formula = {(1 - gam) / 3:.6f} hbar")
print(f"  from large component = {abs(m['lz_large']):.6f} hbar")
print(f"  from small component = {m['lz_small']:.6f} hbar")
print(f"standard deviation of L_z = "
      f"{np.sqrt(m['lz_squared'] - m['lz']**2):.6f} hbar")
print(f"mean Sigma_z, quadrature = {m['sigma']:.6f}")
print(f"mean Sigma_z, formula = {(1 + 2 * gam) / 3:.6f}")
print(f"  from large component = {m['sigma_large']:.6f}")
print(f"  from small component = {m['sigma_small']:.6f}")
print(f"mean S_z = {m['sigma'] / 2:.6f} hbar")
print(f"mean L_z + mean S_z = {m['lz'] + m['sigma'] / 2:.6f} hbar")
print(f"g factor from Dirac coupling = {m['g_factor']:.6f}")
print(f"wrong g from L_z + Sigma_z = {2 * (m['lz'] + m['sigma']):.6f}")
print("Table: Z, gamma, mean L_z (hbar), mean Sigma_z, mean S_z (hbar)")
for charge in charges:
    gam_row, row = results[charge]
    print(f"{charge:3d}  {gam_row:.8f}  {row['lz']:.4e}  "
          f"{row['sigma']:.8f}  {row['sigma'] / 2:.8f}")
print(f"Z=1 estimate (Z*alpha)^2/6 = {light_estimate:.4e} hbar")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Hydrogen-like mercury ion, 1s, j_z = +1/2, point nucleus
nuclear charge Z = 80
fine-structure constant alpha = 0.007297353
Z*alpha = 0.583788
gamma = 0.811906
small/large amplitude ratio a = 0.322196
binding energy, closed form = 96115.8 eV
binding energy, Gaussian basis = 96115.8 eV
nonrelativistic binding = 87076.4 eV
mean radius = 0.008678 angstrom
small weight, quadrature = 0.094047
small weight, Gaussian basis = 0.094047
small part, spin up, L_z=0: probability = 0.031349
small part, spin down, L_z=1: probability = 0.062698
mean L_z, quadrature = 0.062698 hbar
mean L_z, formula = 0.062698 hbar
  from large component = 0.000000 hbar
  from small component = 0.062698 hbar
standard deviation of L_z = 0.242419 hbar
mean Sigma_z, quadrature = 0.874604
mean Sigma_z, formula = 0.874604
  from large component = 0.905953
  from small component = -0.031349
mean S_z = 0.437302 hbar
mean L_z + mean S_z = 0.500000 hbar
g factor from Dirac coupling = 1.749208
wrong g from L_z + Sigma_z = 1.874604
Table: Z, gamma, mean L_z (hbar), mean Sigma_z, mean S_z (hbar)
  1  0.99997337  8.8753e-06  0.99998225  0.49999112
 20  0.98929240  3.5692e-03  0.99286160  0.49643080
 50  0.93105940  2.2980e-02  0.95403960  0.47701980
 80  0.81190599  6.2698e-02  0.87460399  0.43730200
Z=1 estimate (Z*alpha)^2/6 = 8.8752e-06 hbar
ALL CHECKS PASSED
```
